# Kohn-Sham defect eigenvalues are not thermodynamic transition levels

**Q:** I have relaxed a neutral defect in a supercell, and the band structure shows an empty defect state 2.0 eV above the valence-band edge. I read this as the acceptor level: once the Fermi energy passes 2.0 eV, the defect takes up an electron. Why should I also pay for a calculation of the charged cell?

**A:** Because the Fermi energy at which the defect changes charge is fixed by two total energies, and your eigenvalue is a slope of one energy. Start with the definition. Let the defect go from charge $q$ to $q-1$ by taking one electron into an orbital with occupation $n$, from 0 to 1. Let $x$ stand for the lattice coordinates, with $x_0$ the relaxed geometry for $n=0$ and $x_1$ that for $n=1$. I measure electron energies from the bulk valence-band edge and take potential alignment and the finite-cell corrections for charge as already made. Apart from terms common to both charge states, the formation energies at Fermi energy $E_F$ are

$$E(0,x_0)+qE_F \quad\text{and}\quad E(1,x_1)+(q-1)E_F .$$

Setting them equal and cancelling $qE_F$ gives the thermodynamic transition level

$$\varepsilon_{th}=E(1,x_1)-E(0,x_0).$$

Each charge state appears in its own geometry. Your calculation contains neither the energy of the charged state nor its geometry.

**Q:** But an eigenvalue is the energy of putting an electron into the orbital. Isn't that the same difference?

**A:** It is the energy per electron for putting in a very small fraction of one, with the nuclei held still. To see this, write the self-consistent energy at fixed $x$ as

$$E=\sum_i f_i\langle\phi_i|t|\phi_i\rangle+F[\rho,x],\qquad \rho=\sum_i f_i|\phi_i|^2 ,$$

where $t$ is the kinetic energy, $f_i$ are occupations, and $F$ holds all the potential energy, that of the nuclei included. The orbitals obey $h\phi_i=\varepsilon_i\phi_i$ with $h=t+\delta F/\delta\rho$. Now change one occupation, $f_j$. The explicit change gives

$$\langle\phi_j|t|\phi_j\rangle+\int\frac{\delta F}{\delta\rho}|\phi_j|^2\,d^3r=\langle\phi_j|h|\phi_j\rangle=\varepsilon_j .$$

The orbitals also respond, and this adds

$$\sum_i f_i\big(\langle\delta\phi_i|h|\phi_i\rangle+\langle\phi_i|h|\delta\phi_i\rangle\big)=\sum_i f_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0,$$

because the orbitals stay normalized. Hence, for the defect orbital,

$$\left.\frac{\partial E}{\partial n}\right|_x=\varepsilon(n,x).$$

This is Janak's theorem. It also holds for Hartree-Fock theory and hybrid functionals: there $F$ depends on the density matrix $\sum_i f_i\phi_i(r)\phi_i^*(r')$, its derivative is a nonlocal operator in $h$, and the same steps apply. Integrating the slope over a whole electron at the initial geometry gives the vertical level,

$$\varepsilon_v=E(1,x_0)-E(0,x_0)=\int_0^1\varepsilon(n,x_0)\,dn .$$

Your 2.0 eV is the integrand at its lower end, $n=0$. Two things can separate it from $\varepsilon_{th}$: the eigenvalue may move as the orbital fills, and the lattice may relax afterwards.

There is one reservation. The exact Kohn-Sham potential can jump by a constant when the electron number passes an integer. An empty eigenvalue computed on the electron-poor side then lacks that constant and is not the slope for adding charge. Below, "eigenvalue" means the slope, so any such jump has to be added first.

**Q:** Can the two effects be put into one formula?

**A:** Yes, if the energy is kept to second order in $n$ and in one lattice coordinate. Make $x$ dimensionless, put its origin at the relaxed geometry of the empty state, and write

$$E(n,x)=\varepsilon_e n+\tfrac12Kn^2-gnx+\tfrac12\hbar\omega x^2 .$$

Here $K$ is the electronic curvature at fixed lattice, $g$ is the coupling of the added electron to the lattice, and $\omega$ is the frequency of the mode, the same in both charge states. This is a displaced oscillator: filling the orbital shifts the parabola without changing its shape. The eigenvalue is

$$\varepsilon(n,x)=\frac{\partial E}{\partial n}=\varepsilon_e+Kn-gx ,$$

so $\varepsilon_e$ is the empty eigenvalue at $x_0=0$, the number you read off. The vertical level follows by integration:

$$\varepsilon_v=\int_0^1(\varepsilon_e+Kn)\,dn=\varepsilon_e+\tfrac12K .$$

Next let the lattice relax. At $n=1$ the condition $\partial E/\partial x=-g+\hbar\omega x=0$ gives $x_1=g/\hbar\omega$. The lattice part of the energy there is

$$-gx_1+\tfrac12\hbar\omega x_1^2=-\frac{g^2}{\hbar\omega}+\frac{g^2}{2\hbar\omega}=-\frac{g^2}{2\hbar\omega}\equiv-\lambda ,$$

where $\lambda$ is the relaxation energy. Therefore

$$\varepsilon_{th}=\varepsilon_v-\lambda=\varepsilon_e+\tfrac12K-\lambda .$$

The corrections have opposite signs when $K>0$. Curvature makes the rest of the electron more expensive than its first fraction, and relaxation gives energy back.

**Q:** Then I'll do the charged calculation, relax it, and read the eigenvalue of the filled orbital. That includes both the charge and the relaxation.

**A:** It includes both, but with the wrong weights. Put $n=1$ and $x=x_1$ into the eigenvalue, and use $gx_1=g^2/\hbar\omega=2\lambda$:

$$\varepsilon_f=\varepsilon_e+K-2\lambda .$$

Substituting $\varepsilon_e=\varepsilon_f-K+2\lambda$ into the level gives

$$\varepsilon_{th}=\varepsilon_f-\tfrac12K+\lambda .$$

The factor of two in the lattice term has a plain origin. The electron's energy in the distorted lattice falls by $gx_1=2\lambda$, but the distortion costs elastic energy $\tfrac12\hbar\omega x_1^2=\lambda$. The total energy contains that cost. The eigenvalue does not, because the elastic term does not depend on $n$.

**Q:** As I understand it, the fault lies in the curvature. If I tune a hybrid functional until the energy is a straight line in $n$, the eigenvalue should become the level.

**A:** It becomes the vertical level. With $K=0$ the formulas reduce to

$$\varepsilon_e=\varepsilon_v=\varepsilon_{th}+\lambda,\qquad \varepsilon_f=\varepsilon_{th}-\lambda .$$

The empty eigenvalue is the cost of adding an electron in the geometry of the empty state. The filled one is the energy difference in the geometry of the filled state, $E(1,x_1)-E(0,x_1)=\varepsilon_v-gx_1=\varepsilon_v-2\lambda$. Both are vertical quantities, and the thermodynamic level lies midway between them.

Tuning does remove a real error. In Hartree-Fock theory, the energy at fixed orbitals is linear in the occupation of any one orbital, since an orbital's Coulomb repulsion with itself is cancelled by its exchange. Minimizing over the orbitals means taking the lowest of many straight lines, and such a minimum cannot curve upward, so $K\le0$. A semilocal functional leaves part of the self-repulsion uncancelled. For a localized orbital this commonly outweighs the screening and gives $K>0$. Some mixture can bring $K$ to zero, but that does not remove $\lambda$, the energy gained when the lattice relaxes around the added electron. The value of $\lambda$ can still depend on the functional, through how tightly the orbital is localized.

The opposite limit is a rigid lattice, $\lambda=0$. Then $\varepsilon_{th}=\varepsilon_v$, and curvature is the whole error: the empty eigenvalue is too low by $K/2$ and the filled one too high by $K/2$. The eigenvalue can be taken as the level without further argument when both $K/2$ and $\lambda$ are small compared with the accuracy you need.

**Q:** Give me numbers. How far apart are these quantities?

**A:** Take round model parameters that stand for no particular material: $\varepsilon_v=2.0$ eV, $\hbar\omega=0.05$ eV and $g=0.2$ eV. The displacement is $x_1=0.2/0.05=4$, and

$$\lambda=\frac{(0.2)^2}{2\times0.05}\ \text{eV}=0.4\ \text{eV}.$$

In units of the phonon energy this is the Huang-Rhys factor, $S=\lambda/\hbar\omega=8$. The level is $\varepsilon_{th}=2.0-0.4=1.6$ eV. Now compare four functionals that differ in $K$ but agree on the vertical energy, so that $\varepsilon_e=\varepsilon_v-K/2$ and $\varepsilon_f=\varepsilon_v+K/2-2\lambda$. All energies are in eV.

| $K$ | $\varepsilon_e$ | $\varepsilon_f$ | $\varepsilon_{th}$ |
|---|---|---|---|
| −0.8 | 2.4 | 0.8 | 1.6 |
| 0 | 2.0 | 1.2 | 1.6 |
| 0.8 | 1.6 | 1.6 | 1.6 |
| 1.6 | 1.2 | 2.0 | 1.6 |

In the last row, for example, $\varepsilon_e=2.0-0.8=1.2$ and $\varepsilon_f=2.0+0.8-0.8=2.0$. The eigenvalues move by up to 1.2 eV down the table while the level stays put. Holding $\varepsilon_v$ fixed isolates the effect of curvature. Real functionals also disagree about the total energies at $n=0$ and $n=1$, and that moves the level itself.

**Q:** The third row supports me. There the eigenvalue is the level, whether the orbital is empty or filled.

**A:** It agrees because two errors cancel. From $\varepsilon_e-\varepsilon_{th}=\lambda-K/2$, agreement requires $K=2\lambda$, here 0.8 eV. One side of this condition is the curvature of the functional and the other the response of the lattice to the added electron, and nothing in the model makes them equal. A second defect with the same $K$, whose added electron exerts the same force on a stiffer lattice, would have a smaller $\lambda$ and break the agreement.

The row also warns about how to tune. If you adjust a functional until the empty eigenvalue in geometry $x_0$ equals the filled eigenvalue in geometry $x_1$, you impose $K-2\lambda=0$. That makes the energy straight in $n$ along the relaxed path, but at fixed lattice it keeps the curvature $K=2\lambda$. To test for straightness at fixed lattice, compare both occupations in the same geometry:

$$\varepsilon(1,x_0)-\varepsilon(0,x_0)=K .$$

Beyond the quadratic model, equal end values are necessary for a straight line but not sufficient. Check also that the common eigenvalue equals the total-energy difference $\varepsilon_v$.

**Q:** Is there any eigenvalue that does give the thermodynamic level?

**A:** In this model there is one, at half occupation with the lattice relaxed for half occupation. Let the lattice follow the charge, $x(n)=gn/\hbar\omega$. By the chain rule,

$$\frac{d}{dn}E(n,x(n))=\frac{\partial E}{\partial n}+\frac{\partial E}{\partial x}\frac{dx}{dn}=\varepsilon(n,x(n)),$$

since $\partial E/\partial x=0$ all along the relaxed path. Integration from 0 to 1 gives

$$\varepsilon_{th}=\int_0^1\varepsilon(n,x(n))\,dn .$$

This holds beyond the quadratic model if $x(n)$ is the geometry of lowest energy at each $n$. That lowest energy is continuous in $n$, so the integral survives even where the geometry jumps between two structures. A path that follows one local minimum smoothly can instead end in a metastable structure, and the integral then gives the energy difference to that structure, not the level. In the model the integrand is

$$\varepsilon(n,x(n))=\varepsilon_e+Kn-\frac{g^2}{\hbar\omega}n=\varepsilon_e+(K-2\lambda)n .$$

The integral of a straight line equals its midpoint value, and also the mean of its end values:

$$\varepsilon_{th}=\varepsilon(\tfrac12,x(\tfrac12))=\tfrac12(\varepsilon_e+\varepsilon_f).$$

In each row of the table the two eigenvalues do average to 1.6 eV. If you keep the lattice at $x_0$ and half-fill the orbital, you get $\varepsilon_e+K/2=\varepsilon_v$ instead, the vertical level.

**Q:** The nuclei are quantum particles at finite temperature. Could vibrations bring the charge transition back towards the vertical energy?

**A:** Not in this model. Let $p$ be the momentum conjugate to $x$, with $[x,p]=i$. The empty state has $H_0=\tfrac12\hbar\omega(p^2+x^2)$. For the filled state, complete the square:

$$H_1=\varepsilon_v+\tfrac12\hbar\omega(p^2+x^2)-gx=\varepsilon_v-\lambda+\tfrac12\hbar\omega\big[p^2+(x-x_1)^2\big].$$

Its spectrum is that of $H_0$ raised by $\varepsilon_v-\lambda=\varepsilon_{th}$. The vibrational sums of the two charge states therefore cancel in the ratio of their probabilities,

$$\frac{P_1}{P_0}=e^{(E_F-\varepsilon_{th})/k_BT},$$

and the populations are equal at $E_F=\varepsilon_{th}$ at every temperature. Suppose you had taken the $K=0$ eigenvalue, 2.0 eV, for the level. You would expect equal populations at $E_F=2.0$ eV. At 300 K, where $k_BT=0.02585$ eV, the ratio there is $e^{0.4/0.02585}\approx5\times10^6$ in favour of the filled state.

Two assumptions enter. If the charge states have degeneracies $d_0$ and $d_1$, the ratio gains a factor $d_1/d_0$, and the point of equal population moves by $-k_BT\ln(d_1/d_0)$. If the frequencies differ, the vibrational sums no longer cancel. One oscillator has

$$Z=\sum_{m=0}^\infty e^{-\hbar\omega(m+1/2)/k_BT}=\frac{1}{2\sinh(\hbar\omega/2k_BT)},$$

so the level gains $k_BT\ln[\sinh(\hbar\omega_1/2k_BT)/\sinh(\hbar\omega_0/2k_BT)]$, and $\lambda$ must be taken from the energy curve of the filled state.

**Q:** Where would I meet the vertical energy, then?

**A:** In a fast transition. Suppose light lifts an electron from the valence-band edge into the defect orbital, with an electronic matrix element that does not depend on $x$, and the lattice starts in the ground state $|0\rangle$ of $H_0$. Then

$$(H_1-\tfrac12\hbar\omega)|0\rangle=(\varepsilon_v-gx)|0\rangle .$$

Since $\langle x\rangle=0$ and $\langle x^2\rangle=\tfrac12$, the mean transition energy is $\varepsilon_v=2.0$ eV and the variance is $g^2/2=\lambda\hbar\omega=S(\hbar\omega)^2$. The rms width is $\sqrt8\times0.05=0.14$ eV.

The lowest line of the spectrum joins the two vibrational ground states and lies at $\varepsilon_{th}=1.6$ eV. Its weight is the squared overlap of two Gaussians whose centres are $x_1$ apart:

$$\left|\frac{1}{\sqrt\pi}\int e^{-x^2/2}e^{-(x-x_1)^2/2}dx\right|^2=e^{-x_1^2/2}=e^{-S},$$

because $x_1^2/2=g^2/2(\hbar\omega)^2=S$. For $S=8$ this is $3.4\times10^{-4}$. The thermodynamic energy is present in the spectrum, but nearly all the strength lies above it. This simple picture leaves out the attraction between the electron and the hole left behind.

**Q:** You chose an energy quadratic in $n$, so the tidy averages are built in. What happens when orbitals mix and screen?

**A:** Then the integrals survive and the formulas with $K$ and $\lambda$ become approximations. Here is a small self-consistent case. A filled host orbital at −1.0 eV, the defect orbital at 1.5 eV and an empty host orbital at 5.0 eV form a chain with hopping 0.4 eV. Spin is left out. With $\rho$ the electron number on the defect site, the energy is the band energy of this chain plus

$$\tfrac12U\rho^2-gx\rho+\tfrac12\hbar\omega x^2,\qquad U=1.0\ \text{eV},$$

with $g$ and $\hbar\omega$ as before. The defect site thus feels the potential $U\rho-gx$. I solved for $\rho$ by root finding at each $n$ and $x$, and relaxed the lattice through $\hbar\omega x=g\rho$.

The empty eigenvalue in its own geometry is 1.5223 eV. Filling the orbital with the lattice fixed raises it to 2.4411 eV, so $K=0.919$ eV, somewhat below the bare $U$. Relaxing the filled state lowers the total energy by $\lambda=0.3667$ eV and the eigenvalue by 0.7335 eV, again about twice as much, to $\varepsilon_f=1.7076$ eV. The total energies give $\varepsilon_v=1.9816$ eV and $\varepsilon_{th}=1.6149$ eV. Integrating the eigenvalue numerically over $n$ gives the same two values, along the fixed and the relaxed path respectively. The quadratic formula gives

$$1.5223+\tfrac12(0.9189)-0.3667=1.6150\ \text{eV},$$

which is 0.1 meV from the energy difference. I keep four decimals to show that small gap, not because a model deserves them. The empty eigenvalue is 0.09 eV below the level and the filled one 0.09 eV above it. These errors are modest because $K/2=0.46$ eV and $\lambda=0.37$ eV largely cancel.

The closeness of the quadratic formula belongs to this case, where the defect orbital keeps nearly the same character as it fills. If the upper host orbital lies at 2.2 eV instead of 5.0 eV, filling at fixed lattice pushes the defect level up towards it, the orbital changes character, and the formulas with $K$ and $\lambda$ are off by some tens of meV, although the average of the two relaxed eigenvalues and the relaxed half-occupation eigenvalue stay within about 2 meV of the level. If the defect jumps to a different structure, the eigenvalue of the filled state need not fall by $2\lambda$ on relaxation, so the formula that starts from the filled eigenvalue, the average of the two eigenvalues and the half-occupation eigenvalue all lose their basis. The difference of relaxed total energies still defines the level then.

**Q:** And if I switch off the interaction in that model, so that the line is straight?

**A:** With $U=0$ the potential on the defect site is $-gx$, whatever the occupation. At fixed lattice the orbitals do not change with $n$, and the energy is strictly linear in it. The empty eigenvalue is then 1.50 eV and the thermodynamic level 1.13 eV. The gap of 0.37 eV is the relaxation energy. This is your tuned functional: the electronic error has gone and the eigenvalue is still not the level.

**Q:** My neutral defect also has a filled state in the gap. Do I correct it in the same direction?

**A:** In the opposite direction. The empty state concerns the change from neutral to negative, with the neutral defect as $n=0$. The filled state concerns the change from positive to neutral, with the neutral defect as $n=1$. Each change has its own $K$ and $\lambda$:

$$\varepsilon(0/-)=\varepsilon_e+\tfrac12K_- -\lambda_-,\qquad \varepsilon(+/0)=\varepsilon_f-\tfrac12K_+ +\lambda_+ .$$

With a functional that is straight in $n$, relaxation puts the acceptor level below the empty eigenvalue and the donor level above the filled one. The separation $\varepsilon(0/-)-\varepsilon(+/0)$ is then smaller than that of the two eigenvalues in your band structure by $\lambda_-+\lambda_+$. If relaxation is strong enough to make it negative, the neutral defect is not the stable charge state at any Fermi energy.

**Q:** So for my 2.0 eV state I need the relaxed negative cell after all.

**A:** Yes. Compute its total energy in the relaxed geometry and again in the neutral geometry, with the charge corrections suited to each. Subtract the total energy of the relaxed neutral cell from each, and measure the results from the valence-band edge. The first then gives $\varepsilon_{th}$, the second gives $\varepsilon_v$, and their difference is $\lambda$. Your eigenvalue is then useful as a diagnostic. Once it too has been aligned and corrected for cell size, a difference from $\varepsilon_v$ shows that the energy is not straight in $n$ at fixed lattice. In the quadratic model that difference is $\varepsilon_v-\varepsilon_e=K/2$.
